\section*{Sudakov double logarithms for off-shell and on-shell electrons}

\section{A factor of two to explain}

An electron is scattered with momentum transfer $Q=100$ GeV, and one virtual photon joins the incoming and outgoing lines. In the double-logarithmic approximation the vertex changes by $-0.0985$ if both electrons are off shell by $P=1$ GeV and the photon is massless. It changes by $-0.0493$ if the electrons are on shell, their mass is negligible, and the photon has mass $\lambda=1$ GeV. The same scale cuts off the same logarithms, yet one correction is twice the other.

I use $\hbar=c=1$, energies in GeV, metric $(+,-,-,-)$, $e^2=4\pi\alpha$ and Feynman gauge. The electron has momentum $p_1$ before and $p_2$ after the scattering, and $Q^2=-(p_2-p_1)^2>0$. The coefficient of the tree vertex $\gamma^\nu$ is written $F=1+\delta F$, with $\delta F$ taken to one loop.

\section{Simplest case: massless electrons, massive photon}

\subsection{From the vertex to a scalar integral}

Let $p_1^2=p_2^2=0$ and $s=2p_1\cdot p_2$, so that $Q^2=s$. The two photon vertices give $(-ie)^2$, the two electron propagators $i^2$ and the photon propagator $-i$; the product is $-ie^2$. The vertex correction is therefore
\begin{equation}
\delta\Gamma^\nu=-ie^2\int\frac{d^4k}{(2\pi)^4}\,\frac{N^\nu}{D_0D_1D_2},\qquad
N^\nu=\gamma^\mu(\slashed p_2-\slashed k)\gamma^\nu(\slashed p_1-\slashed k)\gamma_\mu ,
\end{equation}
with $D_0=k^2-\lambda^2+i0$ and $D_i=(p_i-k)^2+i0$.

Combine the denominators with Feynman parameters $x,y$ for $D_1,D_2$ and $z=1-x-y$ for $D_0$. Since
\begin{equation}
xD_1+yD_2+zD_0=k^2-2k\cdot(xp_1+yp_2)-z\lambda^2 ,
\end{equation}
the shift $k=\ell+xp_1+yp_2$ turns this into $\ell^2-\Delta$ with $\Delta=xys+z\lambda^2$. Terms of $N^\nu$ linear in $\ell$ vanish by symmetry. Terms quadratic in $\ell$ give an ultraviolet logarithm and $\int dx\,dy\ln\Delta$, which contains at most one large logarithm. What remains is $N^\nu$ at $k=xp_1+yp_2$.

The identity $\gamma^\mu\slashed a\gamma^\nu\slashed b\gamma_\mu=-2\slashed b\gamma^\nu\slashed a$ puts $\slashed p_1-\slashed k$ on the left. Between spinors, $\bar u(p_2)\slashed p_2=0$ and $\slashed p_1u(p_1)=0$, so
\begin{align}
\bar u_2N^\nu u_1&=-2(1-x)(1-y)\,\bar u_2\slashed p_1\gamma^\nu\slashed p_2u_1\nonumber\\
&=-2(1-x)(1-y)\,\bar u_2\left(2p_2^\nu\slashed p_1-\slashed p_1\slashed p_2\gamma^\nu\right)u_1\nonumber\\
&=2s(1-x)(1-y)\,\bar u_2\gamma^\nu u_1 .
\end{align}
The last line uses $\slashed p_1u_1=0$ and $\bar u_2\slashed p_1\slashed p_2=\bar u_2(2p_1\cdot p_2-\slashed p_2\slashed p_1)=s\bar u_2$.

A factor $x$ or $y$ in the numerator removes one of the two small denominators in $1/\Delta$, and with it one logarithm. For double logarithms $N^\nu\to2s\gamma^\nu$, its value for a soft photon. The program tests this: with the factor $(1-x)(1-y)$ kept, the second derivative of the integral with respect to $\ln(s/\lambda^2)$ is unchanged.

Define the dimensionless scalar integral $I$ by
\begin{equation}
\int\frac{d^4k}{D_0D_1D_2}=-\frac{i\pi^2}{s}\,I .
\label{defI}
\end{equation}
Then
\begin{equation}
\delta F=-ie^2\,\frac{2s}{16\pi^4}\left(-\frac{i\pi^2}{s}I\right)=-\frac{e^2}{8\pi^2}I=-\frac{\alpha}{2\pi}\,I .
\label{pref}
\end{equation}

\subsection{Sudakov variables}

Split $k$ along the two light-like momenta $n_1=p_1$, $n_2=p_2$:
\begin{equation}
k=u\,n_2+v\,n_1+k_\perp,\qquad k_\perp^2=-\kappa,\qquad k^2=uvs-\kappa .
\end{equation}
In the frame $n_{1,2}=(E,0,0,\pm E)$ we have $s=4E^2$, $k^0=E(u+v)$ and $k^z=E(v-u)$. Hence $dk^0dk^z=2E^2\,du\,dv$, and after the transverse angle is integrated
\begin{equation}
d^4k=\frac s2\,du\,dv\;\pi\,d\kappa .
\end{equation}
From here squared momenta are measured in units of $s$, and $\epsilon=\lambda^2/s$. The denominators are
\begin{equation}
D_0=uv-\kappa-\epsilon,\qquad D_1=-(1-v)u-\kappa,\qquad D_2=-(1-u)v-\kappa ,
\end{equation}
each with $+i0$.

All three are linear in $u$, with coefficients $v$, $-(1-v)$ and $v$. A positive coefficient puts the pole below the real $u$ axis, a negative one above it. For $v<0$ all poles lie above, for $v>1$ all lie below, and the contour can be closed on the empty side. For $0<v<1$ I close it above, on the pole of $D_1$ at $u_*=-t$, where $t=\kappa/(1-v)$. There
\begin{align}
D_0&=-vt-(1-v)t-\epsilon=-(t+\epsilon),\\
D_2&=-v-vt-(1-v)t=-(t+v).
\end{align}
The residue of $1/D_1$ is $-1/(1-v)$, so the $u$ integral is $-2\pi i/[(1-v)(t+\epsilon)(t+v)]$. With $d\kappa=(1-v)dt$ and the factor $\pi/2$ from the measure, comparison with (\ref{defI}) gives
\begin{equation}
I=\int_0^1dv\int_0^\infty\frac{dt}{(t+\epsilon)(t+v)} .
\label{Ion}
\end{equation}

\subsection{The triangle}

The integrand is logarithmic in $t$ for $\epsilon<t<v$, where it is close to $1/(tv)$. Put $t=uv$. This reuses the letter $u$ for a reason: on the photon pole, $D_0=0$, one has $\kappa+\epsilon=uv$, so up to the small mass term the new $u$ is the component of a real soft photon. Then
\begin{equation}
I\simeq\int\!\!\int\frac{du\,dv}{uv},\qquad u<1,\quad v<1,\quad uv>\epsilon .
\end{equation}
With $X=\ln(1/u)$ and $Y=\ln(1/v)$ the measure is flat, and the region is the triangle $X,Y>0$, $X+Y<\ell$, where from now on $\ell=\ln(Q^2/\lambda^2)$. Its area is
\begin{equation}
A=\tfrac12\ln^2\frac{Q^2}{\lambda^2} .
\end{equation}

Equation (\ref{Ion}) also gives the term beyond the area. The $t$ integral is $\ln(v/\epsilon)/(v-\epsilon)$, and $w=v/\epsilon$ leads to $I=\int_0^{1/\epsilon}dw\,\ln w/(w-1)$. The part $0<w<1$ is $\sum_{n\ge1}n^{-2}=\pi^2/6$. For $w>1$ write $1/(w-1)=1/w+1/[w(w-1)]$. The first term gives $\frac12\ln^2(1/\epsilon)$; the second, under $w\to1/w$, becomes the previous integral up to corrections that vanish with $\epsilon$. So
\begin{equation}
I\to\tfrac12\ln^2\frac{Q^2}{\lambda^2}+\frac{\pi^2}{3} .
\end{equation}
For $\lambda=1$ GeV, $\ell=9.2103$ and $A=42.415$. The scalar integral computed from Feynman parameters is $45.704$; the difference is $3.289$, and $\pi^2/3=3.290$.

\section{First generalization: off-shell electrons}

Let $p_i^2=-P_i^2$ with $P_i^2\ll Q^2$ (spacelike virtualities). The momenta $p_i$ are no longer light-like, so I choose light-like $n_1,n_2$ with $2n_1\cdot n_2=s$ and
\begin{equation}
p_1=n_1-a\,n_2,\quad p_2=n_2-b\,n_1,\quad a=\frac{P_1^2}{s},\quad b=\frac{P_2^2}{s} .
\end{equation}
Then $p_2-p_1=(1+a)n_2-(1+b)n_1$ and $Q^2=s(1+a)(1+b)$. The difference between $s$ and $Q^2$ is of relative order $P^2/Q^2$.

An off-shell vertex depends on the gauge and on how the coefficient of $\gamma^\nu$ is read off. Here the gauge is Feynman's, and the vertex is projected with $\slashed n_2$ on the left and $\slashed n_1$ on the right in a trace with $\gamma_\nu$. For a soft photon the numerator is again $2s\gamma^\nu$ up to terms of relative order $a,b$, and (\ref{pref}) stands.

\subsection{The same contour, one new strip}

I keep $\epsilon$, which will be needed below. In units of $s$,
\begin{equation}
D_0=uv-\kappa-\epsilon,\quad D_1=-(1-v)(u+a)-\kappa,\quad D_2=-(1-u)(v+b)-\kappa .
\end{equation}
The coefficients of $u$ are $v$, $-(1-v)$ and $v+b$. Besides $0<v<1$, the strip $-b<v<0$ now has poles on both sides.

For $0<v<1$ the pole of $D_1$ is at $u_*=-a-t$, again with $t=\kappa/(1-v)$. There
\begin{align}
D_0&=-(t+av+\epsilon),\\
D_2&=-(1+a+t)(v+b)-(1-v)t=-[(1+a)(v+b)+(1+b)t] .
\end{align}
For $v=-g$ with $0<g<b$, only $D_2$ has its pole below. It lies at $u_*=1+t$ with $t=\kappa/(b-g)$, where
\begin{align}
D_0&=-g(1+t)-(b-g)t-\epsilon=-(g+bt+\epsilon),\\
D_1&=-(1+g)(1+a+t)-(b-g)t=-[(1+g)(1+a)+(1+b)t] .
\end{align}
The clockwise contour gives $-2\pi i/(b-g)$ and $d\kappa=(b-g)dt$, so the prefactor is the same as before:
\begin{align}
I={}&\int_0^1\!dv\int_0^\infty\!\frac{dt}{(t+av+\epsilon)[(1+a)(v+b)+(1+b)t]}\nonumber\\
&+\int_0^b\!dg\int_0^\infty\!\frac{dt}{(g+bt+\epsilon)[(1+g)(1+a)+(1+b)t]} .
\label{Ioff}
\end{align}
No approximation has been made in (\ref{Ioff}). At $a=0.3$, $b=0.2$, $\epsilon=0$ it gives $4.5939289$, as does the Feynman-parameter integral.

\subsection{The rectangle}

Set $\epsilon=0$ and let $a,b$ be small. The first $t$ integral runs logarithmically from $av$ to $v+b$, and
\begin{align}
I_1&\simeq\int_0^1\frac{dv}{v+b}\left[\ln\frac1a+\ln\left(1+\frac bv\right)\right]\nonumber\\
&\simeq\ln\frac1a\,\ln\frac1b+\int_0^\infty\frac{dw}{1+w}\ln\left(1+\frac1w\right),\qquad w=\frac vb .
\end{align}
With $y=1/(1+w)$ the last integral is $-\int_0^1dy\,\ln(1-y)/y=\pi^2/6$. In the second piece of (\ref{Ioff}) put $g=bh$:
\begin{equation}
I_2\simeq\int_0^1dh\int_0^\infty\frac{dt}{(h+t)(1+t)}=\int_0^1dh\,\frac{\ln(1/h)}{1-h}=\frac{\pi^2}{6} .
\end{equation}
The strip has no large logarithm. Altogether
\begin{equation}
I\to\ln\frac{Q^2}{P_1^2}\,\ln\frac{Q^2}{P_2^2}+\frac{\pi^2}{3} .
\end{equation}

In the variables $t=uv$, the logarithmic region is $a<u<1$, $b<v<1$. In the $(X,Y)$ plane this is a rectangle with sides $L_i=\ln(Q^2/P_i^2)$. The reason is visible in the electron denominators: for a soft photon $D_1\simeq-(u+a)$ and $D_2\simeq-(v+b)$. Each virtuality stops the growth of its own propagator and so limits one variable, whereas a photon mass limits the product $uv$. For one common scale the rectangle is a square, and the triangle is half of it.

For $P_1=P_2=1$ GeV the area is $9.2103^2=84.830$ and
\begin{equation}
\delta F\simeq-1.16141\times10^{-3}\times84.830=-0.0985 ,
\end{equation}
against $-1.16141\times10^{-3}\times42.415=-0.0493$ on shell. The full off-shell scalar integral, scaled with $Q^2$, is $88.134$. It exceeds the area by $3.303$ instead of $3.290$, because $Q^2/s=(1+a)^2\simeq1+2\times10^{-4}$. With $s$ itself the remainder is $3.2895$. Scaling with $Q^2$ raises the integral by $2\times10^{-4}\times88.1=0.018$ and the area by $2\times9.21\times2\times10^{-4}=0.004$, a net $0.014$.

The electron mass was neglected. At fixed $p_i^2=-P_i^2$ a mass subtracts $m^2/s$ from $D_1$ and $D_2$, so that for a soft photon $D_1\simeq-(u+a+m^2/s)$ and $D_2\simeq-(v+b+m^2/s)$. The shift is negligible against $a$ and $b$ if $m\ll P_i$.

\section{Joining the two cases}

Give the photon a mass while the electrons stay off shell. The lower end of the $t$ range in (\ref{Ioff}) becomes the larger of $av$ and $\epsilon$, so the region is
\begin{equation}
X<L_1,\qquad Y<L_2,\qquad X+Y<\ell .
\end{equation}
The strip remains harmless, since $\epsilon>0$ lowers its positive integrand. When $\ell$ lies between $\max(L_1,L_2)$ and $L_1+L_2$, the diagonal cuts from the rectangle a right triangle with legs $L_1+L_2-\ell$:
\begin{equation}
A=L_1L_2-\tfrac12(L_1+L_2-\ell)^2 .
\end{equation}

Take $P_1=P_2=P$, $L_1=L_2=L_P$. At $\lambda=P$, $\ell=L_P$ and $A=\frac12L_P^2$, the on-shell triangle. At $\ell=2L_P$, which means $\lambda=P^2/Q$, the cut disappears and $A=L_P^2$. The missing half of the square is therefore filled by photons with transverse momenta between $P^2/Q$ and $P$. The lower end follows from the corner $u=a$, $v=b$, where $\kappa\simeq uvs=P^4/s$. With the present numbers it is $0.01$ GeV, a hundred times below the virtuality.

For $\lambda=0.1$ GeV, $\ell=13.8155$ and
\begin{equation}
A=84.830-\tfrac12(18.4207-13.8155)^2=74.227 ,
\end{equation}
while the full scalar integral is $74.315$. The remainder is $0.088$ here and falls to $0.001$ when all logarithms are doubled, so in this intermediate regime the numbers show no constant like $\pi^2/3$. At $\lambda=10^{-4}$ GeV, well below $P^2/Q$, the integral is $88.133$, about $0.001$ below its massless-photon value $88.134$. The off-shell result thus needs $\lambda\ll P_1P_2/Q$; the condition $\lambda\ll P$ is not enough.

\section{Second generalization: on-shell electrons with mass}
\label{massive}

Now let $p_i^2=m^2$ with $\lambda\ll m\ll Q$. Choose
\begin{equation}
p_1=n_1+r\,n_2,\qquad p_2=n_2+r\,n_1,\qquad r=\frac{m^2}{s},
\end{equation}
so that $Q^2=(1-r)^2s$. The electron numerators are now $\slashed p_i-\slashed k+m$. For a soft photon, $(\slashed p_1+m)\gamma_\mu u_1=2p_{1\mu}u_1$, and likewise on the left, so $N^\nu\to4p_1\cdot p_2\gamma^\nu=2s(1+r^2)\gamma^\nu$. The prefactor (\ref{pref}) survives up to powers of $r$.

Subtracting $m^2$ in the electron denominators gives, in units of $s$,
\begin{align}
D_1&=(1-v)(r-u)-\kappa-r=-(1-v)u-vr-\kappa,\\
D_2&=(1-u)(r-v)-\kappa-r=-(1-u)v-ur-\kappa ,
\end{align}
and $D_0=uv-\kappa-\epsilon$. The coefficients of $u$ are $-(1-v)$, $v-r$ and $v$. Poles lie on both sides for $0<v<1$, but the pole of $D_2$ changes sides at $v=r$.

\textit{Range $r<v<1$.} The pole of $D_1$ is at $u_*=-(vr+\kappa)/(1-v)$. There
\begin{equation}
D_0=-\frac{v(vr+\kappa)+(1-v)\kappa}{1-v}-\epsilon=-\left[\frac{\kappa+v^2r}{1-v}+\epsilon\right],
\end{equation}
and for $v\ll1$, $r\ll1$ one has $D_2\simeq-(v+\kappa)$. The contribution is
\begin{equation}
I_>\simeq\int_r^1dv\int_0^\infty\frac{d\kappa}{(\kappa+v^2r+\epsilon)(\kappa+v)} .
\end{equation}
With $\kappa=uv$ its logarithmic region is $u<1$, $u>vr$, $uv>\epsilon$.

\textit{Range $0<v<r$.} Only $D_0$ has its pole below, at $u=(\kappa+\epsilon)/v$. Substituting $\kappa=uv-\epsilon$ gives $D_1=-(u+vr-\epsilon)$ and $D_2=-(v+ur-\epsilon)$. The residue factor $1/v$ cancels against $d\kappa=v\,du$:
\begin{equation}
I_<=\int_0^rdv\int_{\epsilon/v}^\infty\frac{du}{(u+vr-\epsilon)(v+ur-\epsilon)} .
\end{equation}
Its logarithmic region is $u>vr$, $v>ur$, $uv>\epsilon$. Since $v<r$, the second condition implies $u<1$. In the first range $v>ur$ holds automatically. The two ranges therefore join into one region,
\begin{equation}
u,v<1,\qquad uv>\frac{\lambda^2}{s},\qquad u>v\frac{m^2}{s},\qquad v>u\frac{m^2}{s} .
\end{equation}

The new conditions say that the mass stops the collinear growth: $2p_1\cdot k=(u+rv)s$ ceases to fall with $u$ once $u<rv$. With $L=\ln(Q^2/m^2)$ they read $|X-Y|<L$. The photon-mass triangle loses two corners. One has vertices $(L,0)$, $(\ell,0)$ and $(\frac{\ell+L}2,\frac{\ell-L}2)$, hence base $\ell-L$, height $(\ell-L)/2$ and area $(\ell-L)^2/4$; the other is its mirror image. So
\begin{equation}
A=\tfrac12\ell^2-\tfrac12(\ell-L)^2=L\ell-\tfrac12L^2=\tfrac12L^2+L\ln\frac{m^2}{\lambda^2} .
\end{equation}
At $\lambda=m$ this is $\frac12L^2$, in agreement with the triangle. At fixed $\lambda/m$ the coefficient of $\ln^2Q^2$ in $\delta F$ is $-\alpha/4\pi$, as for massless on-shell electrons.

For the physical electron mass and $\lambda=10^{-6}$ GeV, $L=24.3686$ and $\ell=36.8414$, so
\begin{equation}
A=24.3686\times36.8414-\tfrac12\times24.3686^2=600.86 .
\end{equation}
The full scalar integral is $599.22$. The remainder, $-1.64$, is not logarithmic: when all logarithms are multiplied by $0.8$, it moves by $0.015$, while the area falls by 36 per cent.

\section{The results and where they fail}

To one loop and double-logarithmic accuracy,
\begin{align}
\delta F_{\rm off}&=-\frac{\alpha}{2\pi}\ln\frac{Q^2}{P_1^2}\ln\frac{Q^2}{P_2^2},
& m&\ll P_i\ll Q,\quad \lambda\ll\frac{P_1P_2}{Q},\\
\delta F_{\rm on}&=-\frac{\alpha}{4\pi}\ln^2\frac{Q^2}{\lambda^2},
& m&\ll\lambda\ll Q,\\
\delta F_{\rm on}&=-\frac{\alpha}{4\pi}\left[\ln^2\frac{Q^2}{m^2}+2\ln\frac{Q^2}{m^2}\ln\frac{m^2}{\lambda^2}\right],
& \lambda&\ll m\ll Q .
\end{align}

Two limits on their use follow from the derivation. First, single logarithms were dropped. In the simplest case the numerator terms linear in $x$ and $y$ alone change $I$ by $-2\ell+2$. Indeed $\int_0^{1-x}dy\,x/[xy+\epsilon(1-x-y)]=\frac{x}{x-\epsilon}\ln(x/\epsilon)$, whose integral over $0<x<1$ tends to $\ell-1$, and the term in $y$ gives the same. At $\ell=9.21$ the change is $-16.4$, against an area of $42.4$. The double logarithm is the leading term as $Q\to\infty$, but not an accurate value of the whole vertex at these energies.

Second, the last example gives $\delta F\simeq-1.16141\times10^{-3}\times600.86=-0.698$. The one-loop correction is $\alpha$ times a product of two large logarithms, and here it is of order one, so it cannot be trusted without the higher orders. Moreover $A$ grows without bound as $\lambda\to0$: with on-shell electrons this number belongs to the chosen photon mass. Off shell, the virtualities close the region by themselves and the limit $\lambda\to0$ is finite. The numerical check below covers the contour integrals, the areas and their remainders.

\section*{Numbers as computed}
\begin{verbatim}
fine-structure constant alpha = 0.00729735
alpha/(2 pi) = 1.161410e-03
soft numerator / s, on-shell = 1.99999
soft numerator / s, off-shell = 1.99999
numerator / s at x=0.3, y=0.2 = 1.12000
moderate ratios: a=0.3, b=0.2, eps=0.05, r=0.1
off-shell: Sudakov 4.5939289, Feynman 4.5939289
off-shell + lam: Sudakov 3.4551266, Feynman 3.4551266
on-shell, m=0: Sudakov 7.5727738, Feynman 7.5727738
on-shell, m>0: Sudakov 4.8536718, Feynman 4.8536718
side piece at a=b=1e-5 = 1.64491
pi^2/6 = 1.64493, pi^2/3 = 3.28987
Q = 100.0 GeV, P1 = P2 = 1.0 GeV
electron mass m = 5.109990e-04 GeV
photon masses = 1.0, 1e-06, 0.1 GeV
ultrasoft scale P^2/Q = 0.0100 GeV
ln(Q^2/P^2) = 9.2103
ln(Q^2/m^2) = 24.3686
ln(Q^2/lam^2), lam=1e-06 GeV: 36.8414
ln(Q^2/lam^2), lam=0.1 GeV: 13.8155
off-shell: area 84.8304, counted 84.864
  full scalar integral 88.1338, minus area 3.3034
  double-log correction to F = -0.09852
on-shell m<<lam: area 42.4152, counted 42.397
  full scalar integral 45.7040, minus area 3.2888
  double-log correction to F = -0.04926
on-shell lam<<m: area 600.8584, counted 600.566
  full scalar integral 599.2196, minus area -1.6388
  double-log correction to F = -0.69784
bridge: area 74.2266, counted 74.221
  full scalar integral 74.3145, minus area 0.0880
  double-log correction to F = -0.08621
ratio of areas off-shell / on-shell (m<<lam) = 2.0000
off-shell remainder with exact s = 3.28947
off-shell remainder at P^2/Q^2 = 1e-08: 3.28987
unequal a=1e-05, b=1e-08: area 212.0759, full 215.3677
remainder shift, logs x 0.8, massive = 0.01523
bridge remainder, logs x 2 and x 3 = 0.00123, 0.00002
off-shell integral with lam=0.0001 GeV = 88.1328
log curvature with hard numerator = 1.000000
single-log slope from hard numerator = -2.00000
\end{verbatim}
